# Friedel oscillations of a free-electron metal beside an infinite wall: a numerical check

```python
"""Electron density of a free-electron metal beside an infinite wall.

Result under test, for z > 0 and x = 2 kF z:
    n(z)/n0 = 1 - 3 (sin x - x cos x)/x^3,   n0 = kF^3/(3 pi^2),
with far ripple 3 cos(x)/x^2, that is, wavevector 2 kF.
Symbols: kF Fermi wavevector, n0 bulk density, z distance from the wall,
d start of the neutralising background, k0 wavevector of the step height,
delta phase of the inside wave sin(k z + delta) at a finite step.
Tests use lengths in 1/kF and energies in the Fermi energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

# Example inputs (rough values in the regime of aluminium)
n0 = 180e27            # 1/m^3
work_function = 4.3    # eV
temperature = 300.0    # K

kF = (3 * np.pi**2 * n0) ** (1 / 3)
EF = const.hbar**2 * kF**2 / (2 * const.m_e) / const.e
vF = const.hbar * kF / const.m_e
k0 = np.sqrt((EF + work_function) / EF)     # in units of kF
nm = 1e9 / kF                               # one 1/kF expressed in nm

nodes, weights = np.polynomial.legendre.leggauss(300)
k = 0.5 * (nodes + 1)
wk = 0.5 * weights


def inside(z, barrier=np.inf):
    """n/n0 for z >= 0 by quadrature over the occupied states."""
    phase = np.outer(np.atleast_1d(z), k) + np.arcsin(k / barrier)
    return np.sin(phase) ** 2 @ (3 * wk * (1 - k**2))


def outside(z, barrier):
    """n/n0 for z <= 0 at a finite step."""
    kappa = np.sqrt(barrier**2 - k**2)
    tail = np.exp(2 * np.outer(np.atleast_1d(z), kappa))
    return tail @ (3 * wk * (1 - k**2) * (k / barrier) ** 2)


def closed(x):
    return 1 - 3 * (np.sin(x) - x * np.cos(x)) / x**3


def slab(z_start, step_height, h=0.05, length=120.0):
    """n/n0 from a finite-difference slab, in-plane states counted singly."""
    count = int(round((length - z_start) / h)) - 1
    z = z_start + h * np.arange(1, count + 1)
    diagonal = 2 / h**2 + np.where(z < 0, step_height, 0.0)
    energy, psi = eigh_tridiagonal(diagonal, -np.ones(count - 1) / h**2,
                                   select='v', select_range=(0.0, 1.0))
    width = 1000.0
    i = np.arange(-165, 166)
    plane = (2 * np.pi / width) ** 2 * (i[:, None]**2 + i[None, :]**2)
    filled = np.searchsorted(np.sort(plane.ravel()), 1 - energy)
    density = (psi**2 / h) @ (2 * filled / width**2)
    return z, density * 3 * np.pi**2


# Density from diagonalization: infinite wall, then finite step
z_s, n_s = slab(0.0, 0.0)
near = z_s < 12
error_wall = np.max(np.abs(n_s[near] - closed(2 * z_s[near])))
assert error_wall < 4e-3
z_s, n_s = slab(-10.025, k0**2)
near = (z_s > 0) & (z_s < 12)
error_step = np.max(np.abs(n_s[near] - inside(z_s[near], k0)))
near = (z_s < 0) & (z_s > -4)
error_out = np.max(np.abs(n_s[near] - outside(z_s[near], k0)))
assert max(error_step, error_out) < 4e-3

# Closed form, near-wall law and far ripple against quadrature
x = np.linspace(0, 400, 10001)
z = x / 2
n_wall = inside(z)
assert np.max(np.abs(n_wall[1:] - closed(x[1:]))) < 1e-9
assert abs(inside(0.01)[0] / (0.4 * 0.01**2) - 1) < 1e-3
far = x > 50
rest = n_wall[far] - 1 - 3 * np.cos(x[far]) / x[far]**2
assert np.max(np.abs(rest) * x[far]**3) < 3.01

# Wavevector of the ripple, read from a spectrum of the quadrature density
part = (z > 10) & (z < 110)
zp = z[part][::5]
signal = (n_wall[part][::5] - 1) * zp**2 * np.hanning(zp.size)
q = np.arange(0.5, 4.0, 0.005)
q_peak = q[np.argmax(np.abs(np.exp(-1j * np.outer(q, zp)) @ signal))]
assert abs(q_peak - 2) < 0.011

# One dimension: constant weight gives the slower 1/z decay
z_1d = np.linspace(0.5, 60, 200)
n_1d = 2 * np.sin(np.outer(z_1d, k)) ** 2 @ wk
assert np.max(np.abs(n_1d - 1 + np.sin(2 * z_1d) / (2 * z_1d))) < 1e-10

# Extrema at zeros of the spherical Bessel function j2
brackets = [(5, 6.5), (8.5, 10), (11.5, 13), (14.8, 16.2)]
roots = [brentq(lambda s: spherical_jn(2, s), a, b) for a, b in brackets]
for j, root in enumerate(roots):
    sign = -1 if j % 2 == 0 else 1
    found = minimize_scalar(lambda s: sign * inside(s / 2)[0],
                            bounds=brackets[j], method='bounded',
                            options={'xatol': 1e-8})
    assert abs(found.x - root) < 1e-4

# Missing charge for the wall, and the phase rule for the step
d_wall = 3 * np.pi / 8
assert abs(simpson(1 - n_wall, x=z) - d_wall) < 1e-4
delta = np.arcsin(k / k0)
d_step = d_wall - 3 * np.sum(wk * k * delta)
n_step = inside(z, k0)
z_out = np.linspace(-25, 0, 2501)
spill = simpson(outside(z_out, k0), x=z_out)
assert abs(simpson(1 - n_step, x=z) - spill - d_step) < 2e-4

# Far ripple at the step: same envelope, phase shifted by 2 delta(kF)
delta_F = np.arcsin(1 / k0)
far = (x > 300) & (x < 340)
scaled = (n_step[far] - 1) * x[far]**2 / 3
assert np.max(np.abs(scaled - np.cos(x[far] + 2 * delta_F))) < 0.04
assert np.max(np.abs(scaled - np.cos(x[far]))) > 0.5

# Thermal smearing of the Fermi edge damps the ripple
t = const.k * temperature / (EF * const.e)
kt = np.arange(0, 1.2, 1e-4)
occupation = t * np.logaddexp(0, (1 - kt**2) / t)
for m in (20, 45, 130, 250):
    xm = 2 * np.pi * m
    f = occupation * np.cos(xm * kt)
    ripple = -1.5 * 1e-4 * (np.sum(f) - 0.5 * f[0])
    chi = np.pi * xm * t / 2
    assert abs(ripple / (3 / xm**2 * chi / np.sinh(chi)) - 1) < 0.02


def cumulative(y):
    steps = 0.5 * (y[1:] + y[:-1]) * np.diff(z)
    return np.concatenate(([0.0], np.cumsum(steps)))


# Electrostatic energy of an electron from Poisson's equation
net_charge = cumulative(1 - n_wall) - np.minimum(z, d_wall)
scale = const.e * n0 / (const.epsilon_0 * kF**2)      # volt
potential = scale * cumulative(net_charge)            # eV, zero outside
inner_level = -scale * (0.75 - 9 * np.pi**2 / 128)
assert abs(potential[-1] / inner_level - 1) < 5e-3

# First peak at the finite step
guess = z[np.argmax(n_step)]
top = minimize_scalar(lambda s: -inside(s, k0)[0],
                      bounds=(max(guess - 0.3, 0), guess + 0.3),
                      method='bounded', options={'xatol': 1e-8})

length_T = const.hbar * vF / (2 * np.pi * const.k * temperature) * 1e9
chi_1nm = 1 / length_T
damp_1nm = chi_1nm / np.sinh(chi_1nm)
kappa_F = np.sqrt(k0**2 - 1)

print(f"bulk density n0: {n0 * 1e-27:.0f} nm^-3")
print(f"work function: {work_function:.1f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"Fermi wavevector kF: {kF * 1e-9:.2f} nm^-1")
print(f"ripple wavevector 2kF: {2 * kF * 1e-9:.2f} nm^-1")
print(f"Fermi energy: {EF:.2f} eV")
print(f"Fermi velocity: {vF * 1e-6:.2f} x 10^6 m/s")
print(f"ripple period pi/kF: {np.pi * nm:.4f} nm")
print(f"spectrum peak: {q_peak:.3f} kF")
for j, root in enumerate(roots):
    kind = "maximum" if j % 2 == 0 else "minimum"
    print(f"{kind} {j // 2 + 1}: x = {root:.4f}, "
          f"z = {root / 2 * nm:.4f} nm, n/n0 = {closed(root):.4f}")
print(f"background edge d, infinite wall: {d_wall * nm:.4f} nm")
print(f"ripple envelope at 1 nm: {3 / (2 * kF * 1e-9)**2 * 100:.3f} %")
print(f"slab minus formula, infinite wall: {error_wall:.1e} n0")
print(f"slab minus quadrature, step inside: {error_step:.1e} n0")
print(f"slab minus quadrature, step outside: {error_out:.1e} n0")
print(f"step height EF + work function: {EF + work_function:.2f} eV")
print(f"phase delta(kF) at step: {delta_F:.3f} rad")
print(f"far-ripple shift delta(kF)/kF: {delta_F * nm:.4f} nm")
print(f"background edge d, finite step: {d_step * nm:.4f} nm")
print(f"density at the step: {outside(0.0, k0)[0]:.3f} n0")
print(f"outside decay length 1/(2 kappaF): {nm / (2 * kappa_F):.4f} nm")
print(f"spilled charge / n0: {spill * nm:.4f} nm")
print(f"first peak, finite step: n/n0 = {-top.fun:.4f}")
print(f"first peak from step: {top.x * nm:.4f} nm")
print("first peak from background edge, infinite wall: "
      f"{(roots[0] / 2 - d_wall) * nm:.4f} nm")
print("first peak from background edge, finite step: "
      f"{(top.x - d_step) * nm:.4f} nm")
print(f"kT / EF: {t:.5f}")
print(f"thermal damping length: {length_T:.2f} nm")
print(f"thermal factor at 1 nm: {damp_1nm:.4f}")
print(f"electrostatic energy deep inside: {inner_level:.3f} eV")
print(f"same from Poisson integration: {potential[-1]:.3f} eV")
print(f"lowest electrostatic energy: {potential.min():.3f} eV")
print(f"inner level / Fermi energy: {abs(inner_level) / EF * 100:.1f} %")
print("every check passed")
```

Running it gives:

```
bulk density n0: 180 nm^-3
work function: 4.3 eV
temperature: 300 K
Fermi wavevector kF: 17.47 nm^-1
ripple wavevector 2kF: 34.94 nm^-1
Fermi energy: 11.62 eV
Fermi velocity: 2.02 x 10^6 m/s
ripple period pi/kF: 0.1799 nm
spectrum peak: 2.000 kF
maximum 1: x = 5.7635, z = 0.1650 nm, n/n0 = 1.0862
minimum 1: x = 9.0950, z = 0.2603 nm, n/n0 = 0.9644
maximum 2: x = 12.3229, z = 0.3527 nm, n/n0 = 1.0196
minimum 2: x = 15.5146, z = 0.4441 nm, n/n0 = 0.9876
background edge d, infinite wall: 0.0674 nm
ripple envelope at 1 nm: 0.246 %
slab minus formula, infinite wall: 1.6e-04 n0
slab minus quadrature, step inside: 3.8e-04 n0
slab minus quadrature, step outside: 5.3e-05 n0
step height EF + work function: 15.92 eV
phase delta(kF) at step: 1.024 rad
far-ripple shift delta(kF)/kF: 0.0586 nm
background edge d, finite step: 0.0136 nm
density at the step: 0.292 n0
outside decay length 1/(2 kappaF): 0.0471 nm
spilled charge / n0: 0.0088 nm
first peak, finite step: n/n0 = 1.0695
first peak from step: 0.1146 nm
first peak from background edge, infinite wall: 0.0975 nm
first peak from background edge, finite step: 0.1010 nm
kT / EF: 0.00222
thermal damping length: 8.19 nm
thermal factor at 1 nm: 0.9975
electrostatic energy deep inside: -0.598 eV
same from Poisson integration: -0.599 eV
lowest electrostatic energy: -1.081 eV
inner level / Fermi energy: 5.1 %
every check passed
```
